# Hydrogenic 1s mass-velocity and Darwin terms and their slow Gaussian convergence

## Problem

An electron is bound to a point nucleus of charge $Z$ and infinite mass. In Hartree atomic units the nonrelativistic Hamiltonian is $H=p^2/2+V$ with $V=-Z/r$, and the speed of light is $1/\alpha$. The leading relativistic correction, to be used in first-order perturbation theory, is

$$H'=-\frac{\alpha^2}{8}p^4+\frac{\alpha^2}{8}\nabla^2V+H_{\rm so}.$$

The first term is the mass-velocity term, the second the Darwin term. The spin-orbit term $H_{\rm so}$ is proportional to $\mathbf L\cdot\mathbf S$ and vanishes for s states.

1. Evaluate both terms for the 1s state. What goes wrong if $\nabla^4$ is applied to the orbital point by point?
2. Compare the sum with the 1s energy from the Dirac equation.
3. Write the 1s orbital as an integral over Gaussians $e^{-\zeta r^2}$ and cut the integral at a largest exponent $\Lambda\gg Z^2$. Find the leading errors of the energy and of both terms.
4. How do these errors depend on $\Lambda$ in a variational calculation whose exponents form a geometric series?
5. How does the error of the sum compare with the errors of its parts?
6. Apply the results to the one-electron ion Ni$^{27+}$.

## Solution

### 1. The two expectation values

The normalized orbital is $\psi=Ne^{-Zr}$ with $N^2=Z^3/\pi$. For a spherical function $\nabla^2f=(rf)''/r$. Since $(re^{-Zr})''=(Z^2r-2Z)e^{-Zr}$,

$$p^2\psi=-\nabla^2\psi=\left(\frac{2Z}{r}-Z^2\right)\psi .$$

This function is square integrable, so $\langle p^4\rangle$ is defined as $\langle p^2\psi|p^2\psi\rangle$. The averages needed are

$$\langle r^{-1}\rangle=4Z^3\int_0^\infty re^{-2Zr}dr=Z,\qquad
\langle r^{-2}\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2 .$$

Hence

$$\langle p^4\rangle=4Z^2(2Z^2)-4Z^3(Z)+Z^4=5Z^4,\qquad E_{\rm MV}=-\tfrac58\alpha^2Z^4 .$$

Point by point, $(re^{-Zr})''''=(Z^4r-4Z^3)e^{-Zr}$ would give $\langle Z^4-4Z^3/r\rangle=-3Z^4$. A negative value is impossible for the squared norm of $p^2\psi$. The missing part sits at the nucleus: $\nabla^2\psi$ contains $-2Z\psi/r$, and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, so $\nabla^4\psi$ contains $8\pi Z\psi(0)\delta(\mathbf r)$. It contributes $8\pi Z\psi(0)^2=8Z^4$, and $-3+8=5$.

The same delta function gives the Darwin term. From $\nabla^2V=4\pi Z\delta(\mathbf r)$,

$$\langle\nabla^2V\rangle=4\pi Z\psi(0)^2=4Z^4,\qquad E_{\rm D}=+\tfrac12\alpha^2Z^4 .$$

Integration by parts confirms this without a delta function:

$$-\int\nabla(\psi^2)\cdot\nabla V\,d^3r=\int_0^\infty 4\pi r^2\,(2Z\psi^2)\frac{Z}{r^2}\,dr=8\pi Z^2N^2\frac1{2Z}=4Z^4 .$$

The sum is $E_{\rm MV}+E_{\rm D}=-\tfrac18\alpha^2Z^4$.

### 2. Comparison with the Dirac energy

With the rest energy subtracted, the radial Dirac equations for an $s_{1/2}$ state are

$$G'-\frac Gr=\alpha\left(E+\frac2{\alpha^2}-V\right)F,\qquad F'+\frac Fr=-\alpha(E-V)G .$$

Try $G=r^\gamma e^{-Zr}$ and $F=qG$, so that $G'=(\gamma/r-Z)G$. Equating the coefficients of $1/r$ and the constants gives

$$\gamma-1=\alpha qZ,\quad -Z=\alpha q\left(E+\frac2{\alpha^2}\right),\quad q(\gamma+1)=-\alpha Z,\quad qZ=\alpha E .$$

The product of the first relation with $\gamma+1$, combined with the third, gives $\gamma^2=1-\alpha^2Z^2$. The fourth and first give $E=qZ/\alpha=(\gamma-1)/\alpha^2$. The second is then satisfied, because $\alpha q(\gamma+1)/\alpha^2=-Z$. Using $\sqrt{1-y}=1-\frac y2-\frac{y^2}8-\frac{y^3}{16}-\dots$ with $y=\alpha^2Z^2$,

$$E=-\frac{Z^2}2-\frac{\alpha^2Z^4}8-\frac{\alpha^4Z^6}{16}-\dots$$

The second term is the sum found above. First-order theory therefore requires $(\alpha Z)^2\ll1$; the next term is smaller by the factor $(\alpha Z)^2/2$.

### 3. A Gaussian representation cut at $\Lambda$

The orbital can be written as

$$e^{-Zr}=\frac{Z}{2\sqrt\pi}\int_0^\infty\zeta^{-3/2}e^{-Z^2/4\zeta}\,e^{-\zeta r^2}\,d\zeta .$$

To prove it, set $t=Z/(2\sqrt\zeta)$, so that $\zeta^{-3/2}d\zeta=-(4/Z)\,dt$. The integral becomes $(4/Z)I(b)$ with $I(b)=\int_0^\infty e^{-t^2-b^2/t^2}dt$ and $b=Zr/2$. Differentiating and substituting $s=b/t$ gives $I'=-2I$. With $I(0)=\sqrt\pi/2$ this means $I=\frac{\sqrt\pi}2e^{-2b}$, which is the stated result.

Now drop all $\zeta>\Lambda$. In the dropped part $e^{-Z^2/4\zeta}\approx1$, so the orbital changes by $\delta=NZg$ with

$$g(r)=-\frac1{2\sqrt\pi}\int_\Lambda^\infty\zeta^{-3/2}e^{-\zeta r^2}d\zeta,\qquad g(0)=-\frac1{\sqrt{\pi\Lambda}} .$$

The error is confined to $r\lesssim\Lambda^{-1/2}$, where the smooth function rounds off the cusp. The norm changes by a relative amount of order $(Z^2/\Lambda)^2$, which is negligible here. Define $x=Z/\sqrt{\pi\Lambda}$.

**Darwin term.** The amplitude at the nucleus is multiplied by $1-x$, so the relative error of $\psi(0)^2$ is $-2x$ to leading order.

**Mass-velocity term.** The change of $\langle p^4\rangle$ is $2\int\nabla^2\psi\,\nabla^2\delta+\int(\nabla^2\delta)^2$. Near the nucleus $\nabla^2\psi\approx-2ZN/r$, and $\int r^{-1}\nabla^2g\,d^3r=-4\pi g(0)$. Thus

$$\Delta\langle p^4\rangle=N^2Z^2\left[16\pi g(0)+\int(\nabla^2g)^2d^3r\right].$$

For two Gaussians with exponents $a,b$ and $s=a+b$, use $\nabla^2e^{-ar^2}=(4a^2r^2-6a)e^{-ar^2}$ and the averages $\frac3{2s}$ of $r^2$ and $\frac{15}{4s^2}$ of $r^4$ over $e^{-sr^2}$:

$$\int\nabla^2e^{-ar^2}\,\nabla^2e^{-br^2}d^3r=\left(\frac\pi s\right)^{3/2}\left[\frac{60a^2b^2}{s^2}-36ab+36ab\right]=\frac{60\pi^{3/2}a^2b^2}{s^{7/2}} .$$

Therefore

$$\int(\nabla^2g)^2d^3r=15\sqrt\pi\int_\Lambda^\infty\!\!\int_\Lambda^\infty\frac{\sqrt{ab}}{(a+b)^{7/2}}\,da\,db .$$

Take twice the region $b>a$ and set $b=at$. The $a$ integral is $\int_\Lambda^\infty a^{-3/2}da=2\Lambda^{-1/2}$. In the $t$ integral put $u=t/(1+t)$:

$$\int_1^\infty\frac{\sqrt t\,dt}{(1+t)^{7/2}}=\int_{1/2}^1\sqrt u\,(1-u)\,du=\frac4{15}-\frac{7\sqrt2}{60}=\frac{16-7\sqrt2}{60} .$$

So $\int(\nabla^2g)^2d^3r=\sqrt{\pi/\Lambda}\,(16-7\sqrt2)$, while $16\pi g(0)=-16\sqrt{\pi/\Lambda}$. The two 16s cancel. With $N^2Z^2=Z^5/\pi$,

$$\Delta\langle p^4\rangle=-7\sqrt2\,Z^4x,\qquad\frac{\Delta\langle p^4\rangle}{5Z^4}=-\frac{7\sqrt2}5x\approx-1.980\,x .$$

**Energy.** Because $(H+Z^2/2)\psi=0$, the energy error is quadratic in $\delta$. Its leading part is $\frac12\int|\nabla\delta|^2$; the potential part is smaller by a factor of order $Z/\sqrt\Lambda$. From

$$\int\nabla e^{-ar^2}\cdot\nabla e^{-br^2}d^3r=4ab\,\frac3{2s}\left(\frac\pi s\right)^{3/2}=\frac{6\pi^{3/2}ab}{s^{5/2}}$$

and the same substitutions,

$$\Delta E=\frac{3\sqrt\pi}4N^2Z^2\cdot2\cdot\frac23\Lambda^{-3/2}\int_{1/2}^1\frac{1-u}{\sqrt u}\,du=\frac{8-5\sqrt2}{6\sqrt\pi}\,\frac{Z^5}{\Lambda^{3/2}} .$$

The energy is insensitive to the small cusp region, since $|\nabla\delta|$ is bounded there and the volume is of order $\Lambda^{-3/2}$. The other two quantities probe that region directly: one is the amplitude at $r=0$, the other contains $\int(2Z/r)^2d^3r$, which grows linearly with the radius.

At $\Lambda/Z^2=2^{18}$ the numerically evaluated relative deficits, divided by $x$, are 1.9989 for Darwin and 1.9799 for mass-velocity. The energy coefficient is 0.08722, against 0.08735 from the formula.

### 4. Variational functions with a fixed exponent ratio

Let the exponents be $\Lambda,\Lambda/\beta,\Lambda/\beta^2,\dots$ down to a sufficiently diffuse one. Near the nucleus $\psi\approx N(1-Zr)$, and kinetic energy dominates the error that the variational principle minimizes. This local problem has no length except $\Lambda^{-1/2}$. Multiplying $\Lambda$ by $\beta$ only rescales it, which suggests

$$\delta=NZ\,\Lambda^{-1/2}\,\mathcal G(\sqrt\Lambda\,r),$$

with a shape $\mathcal G$ depending on $\beta$. Then $\delta(0)\propto\Lambda^{-1/2}$. Each Laplacian adds a factor $\Lambda$ and the volume a factor $\Lambda^{-3/2}$, so $\int(\nabla^2\delta)^2\propto\Lambda^{-1/2}$. Likewise $\int|\nabla\delta|^2\propto\Lambda^{-3/2}$. The powers are those of the cut function; the prefactors differ.

This is a scaling argument, not a proof. Diagonalization with $\beta=\sqrt2$ supports it: between $\Lambda/Z^2=2^{14}$ and $2^{16}$ the observed powers are $-1.4995$ for the energy, $-0.5005$ for mass-velocity and $-0.4999$ for Darwin.

With $\beta=\sqrt2$, four added functions multiply $\Lambda$ by 4. They divide the energy error by about 8 but only halve the error of each relativistic term. That is the sense in which convergence is slow. The known power also offers a remedy: if $X(\Lambda)=X_\infty+C\Lambda^{-1/2}$, then

$$X_\infty=2X(4\Lambda)-X(\Lambda).$$

The energy law has a second limit, set by the spacing of the exponents. For $Z=1$ and $\Lambda=2^{22}$ bohr$^{-2}$, the ratio 2 leaves an energy error of $2.1\times10^{-9}$ hartree and the ratio $\sqrt2$ only $1.2\times10^{-12}$ hartree. Both sets span the same range, from $2^{-6}$ to $2^{22}$ bohr$^{-2}$. The value for ratio $\sqrt2$ is not a floor: it continues the $\Lambda^{-3/2}$ law from $6.0\times10^{-10}$ hartree at $\Lambda=2^{16}$, since $6.0\times10^{-10}/8^3\approx1.2\times10^{-12}$. The ratio-2 set has levelled off, mainly because of its spacing: extending it down to $2^{-9}$ bohr$^{-2}$ lowers the error only to $1.7\times10^{-9}$ hartree. Tight functions alone are then not enough; the series must also be dense. The relativistic terms have such a floor too, and the extrapolation cannot remove it. With ratio 4 and $\Lambda/Z^2=2^{14}$, $2^{16}$, the extrapolated mass-velocity term for $Z=28$ is off by 0.04 hartree, and the unextrapolated one is still off by 0.03 hartree at $2^{22}$. The remedy applies only while the $\Lambda^{-1/2}$ error lies well above this floor.

### 5. Why the errors partly cancel in the sum

For the cut function, $\langle\nabla^2V\rangle-\langle p^4\rangle$ has the error $(7\sqrt2-8)Z^4x\approx1.90\,Z^4x$. This is 0.24 of the Darwin deficit $8Z^4x$. The correct difference is itself only $-Z^4$, so the relative error of the sum is still about $1.9x$ and nothing is gained.

A variational function does better. Let $\tilde\psi$ be a real, normalized sum of Gaussians with energy $\tilde E$, and let

$$R=\langle p^2\tilde\psi|(H-\tilde E)\tilde\psi\rangle=\tfrac12\langle p^4\rangle-Z\left\langle p^2\tilde\psi\Big|\frac{\tilde\psi}r\right\rangle-\tilde E\langle p^2\rangle .$$

Integrating by parts twice,

$$\left\langle p^2\tilde\psi\Big|\frac{\tilde\psi}r\right\rangle=\int\frac{|\nabla\tilde\psi|^2}r\,d^3r+\frac12\int\nabla(\tilde\psi^2)\cdot\nabla\frac1r\,d^3r=\int\frac{|\nabla\tilde\psi|^2}r\,d^3r+2\pi\tilde\psi(0)^2 .$$

Inserting this, multiplying by 2 and rearranging gives

$$4\pi Z\tilde\psi(0)^2-\langle p^4\rangle=-2\tilde E\langle p^2\rangle-2Z\int\frac{|\nabla\tilde\psi|^2}r\,d^3r-2R .$$

For the exact orbital $R=0$ and the right side is $Z^4-2Z^4=-Z^4$, as it should be. By the scaling of part 4, the first two terms on the right have errors of order $\Lambda^{-1}$ at most, as long as the floor set by the spacing is not reached. Any $\Lambda^{-1/2}$ error must therefore come from $R$.

The variational equations make $(H-\tilde E)\tilde\psi$ orthogonal to every basis function. If $p^2\tilde\psi$ lay in the basis span, $R$ would vanish. Now

$$p^2e^{-\zeta r^2}=6\zeta e^{-\zeta r^2}+4\zeta^2\frac{\partial}{\partial\zeta}e^{-\zeta r^2},$$

and the derivative can be approximated by differences of neighbouring Gaussians when the exponents are dense. So $R$ should be small, and smaller for closer spacing. At $\Lambda/Z^2=2^{12}$ the error of the sum, as a fraction of the Darwin deficit, is 0.054, 0.043 and 0.024 for the ratios $2\sqrt2$, 2 and $\sqrt2$. The part due to $-2R$ is 0.051, 0.039 and 0.021. The cancellation is strong but incomplete. For the ratios 2 and $\sqrt2$ the fraction settles at 0.039 and 0.021, and the sum inherits the $\Lambda^{-1/2}$ law with a small prefactor: the observed power is $-0.50$ between $\Lambda/Z^2=2^{20}$ and $2^{24}$. The ratio $2\sqrt2$ reaches its floor earlier. Its fraction drops to 0.021 at $2^{18}$ and is $-0.041$ at $2^{21}$.

### 6. The ion Ni$^{27+}$

Here $Z=28$, $\alpha Z=0.2043$ and $\alpha^2Z^4=32.731$ hartree. Hence

$$E_{\rm MV}=-\tfrac58(32.731)=-20.457\ \text{hartree}=-556.7\ \text{eV},$$

$$E_{\rm D}=\tfrac12(32.731)=16.366\ \text{hartree}=445.3\ \text{eV}.$$

The sum is $-4.091$ hartree, or $-111.3$ eV. The Dirac equation shifts the level from $-392.000$ to $-396.179$ hartree, that is, by $-4.179$ hartree. First order thus misses 2.1% of the Dirac shift. The next term of the series, $-0.085$ hartree, supplies most of the missing $-0.088$ hartree.

The variational sets have ratio $\sqrt2$ and lowest exponent $Z^2/64=12.25$ bohr$^{-2}$. Deficits are relative to the analytic value of each quantity.

| $n$ | $\Lambda/Z^2$ | energy error (hartree) | MV deficit | Darwin deficit | sum deficit |
|---|---|---|---|---|---|
| 21 | $2^4$ | $1.2\times10^{-1}$ | 9.88% | 11.52% | 3.35% |
| 29 | $2^8$ | $1.9\times10^{-3}$ | 2.39% | 2.89% | 0.39% |
| 37 | $2^{12}$ | $3.0\times10^{-5}$ | 0.59% | 0.72% | 0.07% |
| 45 | $2^{16}$ | $4.7\times10^{-7}$ | 0.15% | 0.18% | 0.02% |

With 29 functions the energy is good to 0.002 hartree, yet the mass-velocity term is $20.457-19.969=0.488$ hartree too small in magnitude and the Darwin term $16.3656-15.8935\approx0.472$ hartree too small. Their sum is off by only 0.016 hartree. A well-converged energy is therefore no evidence that the separate terms are converged, and a good sum is no evidence either.

Extrapolation from the last two sets gives

$$E_{\rm MV}\approx2(-20.42686)+20.39663=-20.4571\ \text{hartree},$$

$$E_{\rm D}\approx2(16.33608)-16.30654=16.3656\ \text{hartree}.$$

The remaining errors are about $4\times10^{-5}$ and $7\times10^{-6}$ hartree in magnitude, compared with 0.03 hartree for each term in the largest set.

These numbers belong to the point-nucleus model. In the largest set $\Lambda^{-1/2}\approx1.4\times10^{-4}$ bohr, which is of the same order as the radius of a nickel nucleus. In a real ion the finite nucleus rounds off the cusp at such distances. A Gaussian nuclear charge of rms radius 3.78 fm changes the terms to $-20.371$ and $16.280$ hartree. Each moves by 0.086 hartree, more than the basis error of the largest set, while the energy moves by 0.002 and the sum by 0.0006 hartree. With such a nucleus the $\Lambda^{-1/2}$ law ends: both terms change by only $3\times10^{-4}$ hartree beyond $\Lambda/Z^2=2^{16}$, and the extrapolation must not be applied there. Nuclear size and recoil, radiative corrections and all other electrons are left out. The results are thus not core-level binding energies of nickel atoms or metal. The numerical output lists the energy errors and both terms for all seven sets of this series, including the three omitted from the table.

## Calculated quantities

```
alpha = 0.007297353 (no unit); Z = 28; alpha*Z = 0.20433
<p2 psi|p2 psi>/Z^4 = 5; pointwise = -3; delta part = 8
<laplacian V>/Z^4 = 4
alpha^2 Z^4 = 32.73126 hartree
nonrelativistic 1s energy = -392.000 hartree
mass-velocity = -20.45704 hartree = -556.66 eV
Darwin = 16.36563 hartree = 445.33 eV
sum = -4.09141 hartree = -111.33 eV
Dirac 1s energy = -396.17911 hartree
Dirac minus nonrelativistic = -4.17911 hartree
next term, -alpha^4 Z^6/16 = -0.08541 hartree
Cut representation, top/Z^2 = 2^18, x = Z/sqrt(pi*top):
 x = 0.001102
 Darwin relative deficit / x = 1.9989; leading law 2
 mass-velocity relative deficit / x = 1.9799; leading law 1.9799
 energy error*top^1.5/Z^5 = 0.08722; leading law 0.08735
 sum error / Darwin deficit = 0.2381
Ni27+ even-tempered sets, ratio sqrt(2), lowest exponent Z^2/64:
 lowest exponent = 12.250 bohr^-2
 n=21 top/Z^2=2^4  top=    12544 bohr^-2 energy error=1.177e-01 hartree
 n=25 top/Z^2=2^6  top=    50176 bohr^-2 energy error=1.510e-02 hartree
 n=29 top/Z^2=2^8  top=   200704 bohr^-2 energy error=1.910e-03 hartree
 n=33 top/Z^2=2^10 top=   802816 bohr^-2 energy error=2.401e-04 hartree
 n=37 top/Z^2=2^12 top=  3211264 bohr^-2 energy error=3.010e-05 hartree
 n=41 top/Z^2=2^14 top= 12845056 bohr^-2 energy error=3.768e-06 hartree
 n=45 top/Z^2=2^16 top= 51380224 bohr^-2 energy error=4.713e-07 hartree
Same sets: terms in hartree, then relative deficits in percent
 n=21 MV=-18.43524 D=14.48104 sum=-3.95420 | 9.883 11.516 3.354 %
 n=25 MV=-19.46964 D=15.42209 sum=-4.04755 | 4.827 5.765 1.072 %
 n=29 MV=-19.96911 D=15.89346 sum=-4.07565 | 2.385 2.885 0.385 %
 n=33 MV=-20.21445 D=16.12940 sum=-4.08504 | 1.186 1.443 0.156 %
 n=37 MV=-20.33607 D=16.24747 sum=-4.08860 | 0.591 0.722 0.069 %
 n=41 MV=-20.39663 D=16.30654 sum=-4.09010 | 0.295 0.361 0.032 %
 n=45 MV=-20.42686 D=16.33608 sum=-4.09077 | 0.148 0.181 0.015 %
observed power of top, last two sets: energy -1.4995
 mass-velocity -0.5005, Darwin -0.4999
Spacing floor, Z = 1, top = 2^22 bohr^-2, energy error:
 ratio 2: 2.093e-09 hartree; ratio sqrt(2): 1.175e-12 hartree
extrapolated mass-velocity = -20.45708 hartree, error -3.87e-05 hartree
extrapolated Darwin = 16.36563 hartree, error -6.90e-06 hartree
largest set: sum error / Darwin deficit = 0.0214
Exponent ratio scan at top/Z^2 = 2^12 (fractions of Darwin deficit):
 ratio 2.8284: sum error 0.0542, part from -2R 0.0513
 ratio 2.0000: sum error 0.0427, part from -2R 0.0388
 ratio 1.4142: sum error 0.0238, part from -2R 0.0206
```
